# The Fermi contact term from the Dirac integral of PQ/r²

**Q.** The contact interaction in an s state is usually written with $\delta(\mathbf r)$. You say the Dirac equation gives the same energy without one. Which operator do you start from?

**A.** From the magnetic coupling of an electron to a fixed point nucleus with moment $\vec\mu$. I use atomic units, with $c=1/\alpha$. The plain symbol $\alpha$ is the fine-structure constant and $\vec\alpha$ are the Dirac matrices, with $\vec\sigma$ in the off-diagonal blocks. The electron has charge $-1$, so $\mathbf p$ becomes $\mathbf p+\mathbf A$, and

$$H=c\,\vec\alpha\cdot(\mathbf p+\mathbf A)+(\beta-1)c^2+V,\qquad \mathbf A=\alpha^2\,\frac{\vec\mu\times\mathbf r}{r^3}.$$

The unit of moment is $e\hbar/m$, two Bohr magnetons. The rest energy is subtracted, so bound states have $E<0$. The hyperfine operator is

$$W=c\,\vec\alpha\cdot\mathbf A=\alpha\,\frac{\vec\alpha\cdot(\vec\mu\times\mathbf r)}{r^3}.$$

It contains $\mathbf A$, which grows as $1/r^2$ and is an ordinary, locally integrable function. The field $\mathbf B=\nabla\times\mathbf A$, which does have a delta function, does not appear. I treat $W$ to first order.

**Q.** $W$ connects large and small components. What is left after the angles are integrated?

**A.** Let $\xi$ be a constant two-component unit spinor and $\sigma_r=\vec\sigma\cdot\hat{\mathbf r}$. An s state has the form

$$\psi=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}P\,\xi\\-iQ\,\sigma_r\xi\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .$$

Put $\mathbf a=\vec\mu\times\hat{\mathbf r}$, so that $W=\alpha\,\vec\alpha\cdot\mathbf a/r^2$. The product of upper and lower parts contains

$$(\vec\sigma\cdot\mathbf a)\,\sigma_r=\mathbf a\cdot\hat{\mathbf r}+i\vec\sigma\cdot(\mathbf a\times\hat{\mathbf r})
=i\vec\sigma\cdot[\hat{\mathbf r}(\vec\mu\cdot\hat{\mathbf r})-\vec\mu],$$

because $\mathbf a\perp\hat{\mathbf r}$ and $(\vec\mu\times\hat{\mathbf r})\times\hat{\mathbf r}=\hat{\mathbf r}(\vec\mu\cdot\hat{\mathbf r})-\vec\mu$. The factor $-i$ of the lower component times this $i$ gives $+1$. The result is real, so the Hermitian conjugate term doubles it. The average of $\hat r_i\hat r_j$ over the sphere is $\delta_{ij}/3$, so the bracket averages to $-\tfrac23\vec\mu$. The volume element $r^2dr$ cancels the $1/r^2$ of $\psi^\dagger\psi$, and the $1/r^2$ of $W$ remains:

$$\langle W\rangle=-\frac{4\alpha}{3}\,\vec\mu\cdot\langle\vec\sigma\rangle\,G,\qquad G=\int_0^\infty\frac{PQ}{r^2}\,dr,\qquad \langle\vec\sigma\rangle=\xi^\dagger\vec\sigma\xi .$$

**Q.** This is an integral over all space. The contact energy depends on the density at one point. How can the two agree?

**A.** The Dirac equation makes the integrand almost a total derivative. Two identities give the radial equations:

$$\vec\sigma\cdot\mathbf p\,f(r)\xi=-if'\sigma_r\xi,\qquad
\vec\sigma\cdot\mathbf p\,g(r)\sigma_r\xi=-i\Big(g'+\frac{2g}{r}\Big)\xi .$$

The second holds because $g\hat{\mathbf r}$ has divergence $g'+2g/r$ and no curl. Let $R=P/r$. The lower row of $H\psi=E\psi$, without $W$, reads

$$-icR'-i(V-2c^2-E)\frac{Q}{r}=0
\;\Rightarrow\; Q=\frac{K\,rR'}{2c},\qquad K=\frac{1}{1+(E-V)/(2c^2)} .$$

In the upper row, $g=-iQ/r$ gives $-c(Q'+Q/r)=(E-V)P$, which I shall need later. Inserting $Q$ and $P=rR$ in the integrand,

$$\frac{PQ}{r^2}=\frac{K\,RR'}{2c}=\frac{K}{4c}\,(R^2)' .$$

This is exact. If $K$ is replaced by 1 and $R$ by the Schrödinger function $R_{\rm NR}$, which is finite at the origin, the integral is $-R_{\rm NR}(0)^2/(4c)$, the value at the lower limit.

**Q.** But you cannot set $K=1$ at the lower limit. With $V=-Z/r$, $K$ goes to zero there, and the Dirac function diverges. What is the surface term really?

**A.** At $r=0$ it is zero. Write $V=-Z/r+v(r)$, where $v\ge0$ is bounded and represents screening. I assume that $V$ rises monotonically to zero at infinity, with $V'$ bounded on every region $r\ge s>0$. Then

$$\frac1K=1+\frac{E-v}{2c^2}+\frac{r_0}{r},\qquad r_0=\frac{Z}{2c^2}=\frac{Z\alpha^2}{2},$$

so near the nucleus $K\approx r/(r+r_0)$.

For the behaviour of $R$, keep the $Z/r$ terms of the radial equations and put $P=pr^\gamma$, $Q=qr^\gamma$:

$$(\gamma-1)p=Z\alpha\,q,\qquad(\gamma+1)q=-Z\alpha\,p .$$

Multiplying them gives $\gamma^2=1-Z^2\alpha^2$, and the regular solution has $\gamma>0$. Hence $R\sim r^{\gamma-1}$ and $KR^2\sim r^{2\gamma-1}$. This vanishes at the origin if $\gamma>\tfrac12$, that is, $Z\alpha<\sqrt3/2$. The same condition makes $G$ converge, since its integrand goes as $r^{2\gamma-2}$. Beyond it, the model of a point charge with a point moment has no finite first-order energy.

**Q.** Then the contact energy seems to have disappeared. If both ends of the surface term vanish, what remains?

**A.** The derivative of $K$. Cut the integral at a radius $s$ and integrate by parts. At infinity $R$ vanishes, so

$$-4c\int_s^\infty\frac{PQ}{r^2}dr=-\int_s^\infty K(R^2)'dr
=K(s)R(s)^2+\int_s^\infty K'R^2\,dr .$$

Differentiating $1/K$ gives $K'=K^2V'/(2c^2)$, which is positive. Close to the nucleus

$$K'\approx\frac{r_0}{(r+r_0)^2},\qquad \int_s^\infty\frac{r_0\,dr}{(r+r_0)^2}=\frac{r_0}{s+r_0}.$$

This is a spike of unit weight whose width shrinks as $1/c^2$. At $s=\lambda r_0$, as long as $R^2$ hardly varies, the surface term carries a share $\lambda/(1+\lambda)$ of the total and the tail of the spike carries $1/(1+\lambda)$. The surface term therefore switches on across $r_0$. For $r_0\ll s\ll1/Z$, a range that exists only if $Z\alpha\ll1$, it is nearly the whole answer. For $s\to0$ it vanishes and the spike supplies everything:

$$-4cG=\int_0^\infty K'R^2\,dr .$$

**Q.** So the integral of $PQ/r^2$ collects its value at radii near $Z\alpha^2$?

**A.** No. That is true of $K'R^2$, not of $PQ/r^2$. The densities $K'R^2$ and $-4cPQ/r^2$ have equal integrals, but they differ by a total derivative and lie in different places. The hydrogen-like 1s state shows this in closed form.

Let $w=-Q/P$. From $Q=KrR'/(2c)$,

$$\frac{R'}{R}=-\frac{2cw}{K}.$$

The first radial equation, $P'=P/r+[2c+\alpha(E-V)]Q$, and the second, $Q'=-Q/r-\alpha(E-V)P$, give

$$w'=-\frac{Q'}{P}+\frac{QP'}{P^2}=-\frac{2w}{r}+\alpha(E-V)(1+w^2)+2cw^2 ,$$

$$r w'=-2w+Z\alpha(1+w^2)+r\big[\alpha(E-v)(1+w^2)+2cw^2\big].$$

For $v=0$ a constant $w$ solves this if both parts vanish. The first part gives $w=Z\alpha/(1+\gamma)$, the regular ratio found above. Since $w^2=(1-\gamma)/(1+\gamma)$, the second gives $E=-2c^2w^2/(1+w^2)=-c^2(1-\gamma)$. Then $1+E/(2c^2)=(1+\gamma)/2$, and

$$\frac{R'}{R}=-2cw\Big(\frac{1+\gamma}{2}+\frac{r_0}{r}\Big)=-Z-\frac{1-\gamma}{r},\qquad R=N r^{\gamma-1}e^{-Zr}.$$

So $PQ/r^2=-wR^2$, which extends over the whole orbital. In the Schrödinger limit the share inside $r$ is $1-e^{-2Zr}$, and half lies inside $\ln2/(2Z)$.

For hydrogen, Simpson quadrature of the Dirac functions in $\ln r$ puts half of the $PQ/r^2$ integral inside 0.183 Å. Half of the $K'R^2$ integral lies inside $1.407\times10^{-5}$ Å, close to $r_0=1.409\times10^{-5}$ Å. The shares of the full integral at three cuts are:

| $s/r_0$ | $PQ/r^2$ inside $s$ | surface term | tail of $K'R^2$ |
|---|---|---|---|
| 1 | 0.00005 | 0.5002 | 0.4997 |
| 10 | 0.0005 | 0.9089 | 0.0905 |
| 100 | 0.0053 | 0.9851 | 0.0096 |

Each row adds to 1 within rounding. In the last row the surface share is below $100/101=0.990$ because $R^2$ has already fallen by about $2Zs$, half a percent.

**Q.** You assumed that $R^2$ hardly varies across the spike. Yet $R$ diverges at the origin, and the spike moves towards the origin as $c$ grows. Why does the divergence not spoil the limit?

**A.** Because its exponent shrinks as $1/c^2$, while the spike approaches the origin only as a power of $1/c$. The equation for $w$ makes this a bound, also with screening.

Take the region where $E>V$ and $r<(1-Z^2\alpha^2)/(2Z)$. The regular solution starts at $w=Z\alpha/(1+\gamma)$, between 0 and $Z\alpha$. It cannot leave through 0, because there $rw'=r\alpha(E-V)>0$. It cannot leave through $Z\alpha$ either. Since $E-v<0$, at that value

$$rw'<-2Z\alpha+Z\alpha(1+Z^2\alpha^2)+2cr\,Z^2\alpha^2
=Z\alpha\,(-1+Z^2\alpha^2+2Zr)<0 .$$

So $0<w<Z\alpha$ throughout. As $w$ stays finite, $P$ has no node there, and I choose its sign so that $R>0$. Also $1/K\le1+r_0/r$, and therefore

$$0<-\frac{R'}{R}<2Z\Big(1+\frac{r_0}{r}\Big).$$

Integrating from $r$ to $s$, with $2Zr_0=Z^2\alpha^2$,

$$R(s)\le R(r)\le R(s)\,e^{2Z(s-r)}\Big(\frac sr\Big)^{Z^2\alpha^2}.$$

**Q.** Show that this is enough for the limit.

**A.** Keep $Z$ and a small radius $s$ in this region fixed, and let $c\to\infty$. Let $\varepsilon=2Z^2\alpha^2$. Since $K(0)=0$, the bounds give

$$K(s)R(s)^2\le\int_0^sK'R^2dr\le R(s)^2e^{4Zs}J,\qquad J=\int_0^sK'\Big(\frac sr\Big)^{\varepsilon}dr .$$

Integration by parts gives

$$J=K(s)+\varepsilon\int_0^sK\Big(\frac sr\Big)^\varepsilon\frac{dr}{r}.$$

The boundary term at zero vanishes once $\varepsilon<1$. In this region $K\le1$ because $E>V$. For large $c$ also $K\le r/r_0$, because $1+(E-v)/(2c^2)$ is then positive. Use $r/r_0$ below $r_0$ and 1 above it:

$$J\le K(s)+\frac{\varepsilon}{1-\varepsilon}\Big(\frac{s}{r_0}\Big)^\varepsilon+\Big(\frac{s}{r_0}\Big)^\varepsilon-1 .$$

Now $\varepsilon\ln(s/r_0)\to0$, because $\alpha^2\ln(1/\alpha^2)\to0$. Hence $(s/r_0)^\varepsilon\to1$, and with $K(s)\to1$ the upper bound on $J$ tends to 1.

For the part outside $s$, use $R^2=P^2/r^2$ and $\int P^2dr\le1$:

$$\int_s^\infty K'R^2dr\le\frac{1}{s^2}\max_{r\ge s}\frac{K^2V'}{2c^2}\to0 .$$

Two inputs are assumed, not proved here: as $c\to\infty$ the energy $E$ tends to the Schrödinger energy, and at fixed $r>0$ the normalized Dirac function tends to the Schrödinger function. The first keeps a fixed small $s$ inside the region $E>V$, gives $K(s)\to1$, and keeps $K$ bounded outside $s$. With both, every limiting value of $-4cG$ lies between $R_{\rm NR}(s)^2$ and $e^{4Zs}R_{\rm NR}(s)^2$. Letting $s\to0$ afterwards gives

$$-4cG\to R_{\rm NR}(0)^2 .$$

**Q.** Does that give the right sign and the full factor $8\pi/3$?

**A.** Put $G\approx-\alpha R_{\rm NR}(0)^2/4$ into the angular result, then use $R_{\rm NR}(0)^2=4\pi|\psi_{\rm NR}(0)|^2$ and $\vec\sigma=2\mathbf s$:

$$\langle W\rangle\approx\frac{\alpha^2}{3}\,\vec\mu\cdot\langle\vec\sigma\rangle R_{\rm NR}(0)^2
=\frac{8\pi}{3}\,\alpha^2\,\vec\mu\cdot\langle\mathbf s\rangle\,|\psi_{\rm NR}(0)|^2 .$$

This is the Fermi contact energy to leading order in $\alpha$. It is positive when $\vec\mu$ is parallel to the electron spin, since the electron's own moment is opposite to its spin.

**Q.** Then where does the delta function in the Pauli form come from? Should it not be added?

**A.** It replaces the small component and must not be added. Let $\varphi$ be the upper spinor, and approximate the lower one by $\vec\sigma\cdot\mathbf p\,\varphi/(2c)$, which means $K=1$. The same $\langle W\rangle$ becomes

$$\tfrac12\langle\varphi|\{\vec\sigma\cdot\mathbf A,\vec\sigma\cdot\mathbf p\}|\varphi\rangle
=\langle\varphi|\mathbf A\cdot\mathbf p+\tfrac12\vec\sigma\cdot\mathbf B|\varphi\rangle ,$$

with $\nabla\cdot\mathbf A=0$. In an s state $\mathbf A\cdot\mathbf p\,\varphi=0$, because $\mathbf A$ is perpendicular to $\nabla\varphi$. For $r>0$ the field is $\alpha^2[3\hat{\mathbf r}(\vec\mu\cdot\hat{\mathbf r})-\vec\mu]/r^3$, whose angular average is zero. What remains is the field at the origin. Its weight follows from the integral over a small ball, written as a surface integral:

$$\int\mathbf B\,d^3r=\oint\hat{\mathbf r}\times\mathbf A\,dS
=\alpha^2\oint[\vec\mu-\hat{\mathbf r}(\vec\mu\cdot\hat{\mathbf r})]\,d\Omega=\frac{8\pi}{3}\alpha^2\vec\mu .$$

Multiplied by $\tfrac12\langle\vec\sigma\rangle|\psi_{\rm NR}(0)|^2$, this is the energy already obtained. A delta term added to $W$ would count it twice.

**Q.** Put numbers in for hydrogen. How far is the Dirac integral from its limit?

**A.** The 1s functions give the ratio in closed form. Normalization requires $N^2(1+w^2)\int_0^\infty r^{2\gamma}e^{-2Zr}dr=1$, so

$$G=-\frac{w}{1+w^2}\,\frac{\int_0^\infty r^{2\gamma-2}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}
=-\frac{Z\alpha}{2}\,\frac{4Z^2}{2\gamma(2\gamma-1)}=-\frac{Z^3\alpha}{\gamma(2\gamma-1)} .$$

The ratio of the integrals follows from $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$. Since $R_{\rm NR}(0)^2=4Z^3$,

$$\frac{-4cG}{R_{\rm NR}(0)^2}=\frac{1}{\gamma(2\gamma-1)}=1+\tfrac32(Z\alpha)^2+\dots$$

For hydrogen $R_{\rm NR}(0)^2=26.9933$ Å⁻³ and $-4cG=26.9955$ Å⁻³.

For the splitting, take an infinitely heavy point proton and an electron $g$ factor of 2. The proton moment is $\mu_p=1.521032\times10^{-3}$ Bohr magnetons, half that number in atomic units, and $\vec\mu=2\mu_p\mathbf I$. The contact energy is then $a\,\mathbf I\cdot\mathbf s$. With $|\psi_{\rm NR}(0)|^2=1/\pi$,

$$a=\frac{8\pi}{3}\alpha^2\,(2\mu_p)\,\frac1\pi=\frac{16}{3}\,\frac{7.60516\times10^{-4}}{(137.036)^2}=2.1599\times10^{-7}\ \text{hartree}.$$

The eigenvalues of $\mathbf I\cdot\mathbf s$ are $\tfrac14$ for total spin 1 and $-\tfrac34$ for total spin 0. The splitting is therefore $a=5.8774\times10^{-6}$ eV. The Dirac integral gives $5.8779\times10^{-6}$ eV, larger than the contact value by a fraction $7.99\times10^{-5}$, as $\tfrac32\alpha^2$ requires. The last digits compare the two formulas; the model leaves out proton recoil, proton structure, the anomalous electron moment and the other radiative corrections, some of which are of the same order $\alpha^2$ as the difference shown here.

The limit is less accurate for heavy nuclei. The ratio is 1.033 for $Z=20$ and 1.145 for $Z=40$.

**Q.** Hydrogen 1s is a special case, with constant $Q/P$. What about a state with a node and a screened potential?

**A.** Take a 2s state in the model potential

$$V=-\frac{1+19\,e^{-\kappa r}}{r},\qquad \kappa=2\ \text{bohr}^{-1}=3.7795\ \text{Å}^{-1},$$

so $Z=20$ and $v=19(1-e^{-\kappa r})/r$ is positive and bounded. I integrated the radial equations outwards and inwards with an adaptive Runge–Kutta method and matched the two parts to find $E$. The Schrödinger equation gives $R_{\rm NR}(0)^2=22659$ Å⁻³. With $c$ multiplied by a factor, the Dirac integral gives:

| factor on $c$ | $-4cG$ (Å⁻³) | excess over $R_{\rm NR}(0)^2$ |
|---|---|---|
| 1 | 23765 | 4.88% |
| 2 | 22928 | 1.19% |
| 4 | 22726 | 0.295% |

Doubling $c$ divides the excess by 4.11 and then by 4.03, which is consistent with an error of order $1/c^2$. The convergence assumed at fixed radius is also visible: at 0.0106 Å, $R^2$ differs from its Schrödinger value by 3.4%, 0.84% and 0.21%.

**Q.** Real nuclei are not point charges. Does the argument depend on that?

**A.** The place of the surface term does; the form of the limit does not. It is still $R_{\rm NR}(0)^2$, now taken from the Schrödinger function of the extended nucleus. Spread the charge over a fixed radius and keep the moment a point. Then $V(0)$ is finite, $R$ is finite at the origin and $K(0)>0$. The identity with $s=0$ becomes

$$-4cG=K(0)R(0)^2+\int_0^\infty K'R^2\,dr .$$

If $c\to\infty$ at fixed nuclear radius, $K(0)\to1$ and $K'\to0$ as $1/c^2$, so the surface term at the origin itself carries the contact value. For a point charge that value is handed over to the spike at $r_0$. Real nuclei at the physical $c$ are far from the first limit, which needs $r_0$ much smaller than the nucleus. For a uniform sphere of radius $R_N$, $V(0)=-3Z/(2R_N)$ and $K(0)\approx1/(1+3r_0/2R_N)$. Now $r_0$ is 1.4 fm for hydrogen and 28 fm for $Z=20$, against $R_N\approx1.1$ fm and 4.5 fm, so $K(0)$ is only about a third and a tenth, and most of the value still comes from $\int K'R^2dr$. For the same reason the hydrogen shares at $s\approx r_0$ above describe the point model, not the proton. In both cases it comes from the small component, and $W$ has no delta function.

Numerical values quoted here were computed with a short program.
